# How long silane takes to deliver one monolayer to Si(001): a program that tests the result

```python
"""
Result under test: the time in which silane gas brings one molecule per
surface atom to Si(001) is
    t = 2 sqrt(2 pi m k T) / (a^2 P),  about 1.9 s at 300 K and 1e-6 Torr.
m: mean mass of SiH4, k: Boltzmann constant, T: gas temperature,
P: pressure, a: cubic lattice parameter of silicon.
Arrival is counted, not sticking. All quantities are in SI units.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from pyscf.data.elements import MASSES

# Inputs
temperature = 300.0
pressure_torr = 1e-6
pressure = pressure_torr * const.torr
mass_si_u, mass_h_u = MASSES[14], MASSES[1]
mass = (mass_si_u + 4 * mass_h_u) * const.atomic_mass
lattice = const.value("lattice parameter of silicon")
kT = const.k * temperature

# Derived formulas
density = pressure / kT
mean_speed = np.sqrt(8 * kT / (np.pi * mass))
inward_mean = np.sqrt(kT / (2 * np.pi * mass))
flux = pressure / np.sqrt(2 * np.pi * mass * kT)
site_density = 2 / lattice**2
time_ml = 2 * np.sqrt(2 * np.pi * mass * kT) / (lattice**2 * pressure)

# Velocity integrals with a numerically normalized Boltzmann factor
width = np.sqrt(kT / mass)
v_max = 12 * width


def boltzmann(v):
    return np.exp(-mass * v**2 / (2 * kT))


def moment(power):
    return quad(lambda v: v**power * boltzmann(v), 0, v_max,
                epsabs=0, epsrel=1e-10)[0]


norm = 2 * moment(0)
flux_quad = density * moment(1) / norm
pressure_quad = 2 * mass * density * moment(2) / norm
speed_quad = moment(3) / moment(2)
assert abs(flux_quad / flux - 1) < 1e-8
assert abs(pressure_quad / pressure - 1) < 1e-8
assert abs(speed_quad / mean_speed - 1) < 1e-8
assert abs(density * speed_quad / 4 / flux_quad - 1) < 1e-8
assert abs(moment(1) / norm / inward_mean - 1) < 1e-8

# Direct count of molecules that reach a wall at z = 0 within a short time
rng = np.random.default_rng(12345)
n_molecules = 2_000_000
interval = 1e-6
height = 8 * width * interval
z = rng.uniform(0, height, n_molecules)
v_z = rng.normal(0, width, n_molecules)
hits = np.count_nonzero(z + v_z * interval < 0)
wall_area = n_molecules / (density * height)
flux_count = hits / (wall_area * interval)
# about 1e5 hits: statistical error near 0.3 percent
assert abs(flux_count / flux - 1) < 0.015

# Diamond lattice points, coordinates in units of a/4, one cell thick
fcc = np.array([[0, 0, 0], [0, 2, 2], [2, 0, 2], [2, 2, 0]])
basis = np.vstack([fcc, fcc + 1])
radius_cells = 60
index = np.arange(-radius_cells - 2, radius_cells + 3)
ix, iy = np.meshgrid(index, index)
cells = 4 * np.column_stack([ix.ravel(), iy.ravel(), 0 * ix.ravel()])
atoms = (cells[:, None, :] + basis[None, :, :]).reshape(-1, 3)
inside = atoms[:, 0]**2 + atoms[:, 1]**2 < (4 * radius_cells)**2
circle_area = np.pi * (radius_cells * lattice)**2
planes = np.unique(atoms[:, 2])
assert list(planes) == [0, 1, 2, 3]
for plane in planes:
    counted = np.count_nonzero(inside & (atoms[:, 2] == plane))
    site_count = counted / circle_area
    # the rim of the circle causes an error well below 0.5 percent
    assert abs(site_count / site_density - 1) < 0.005

# Delivery time from the two direct counts, and the claimed value
time_count = site_count / flux_count
assert abs(time_count / time_ml - 1) < 0.02
assert abs(time_ml - 1.9) < 0.05

# Model coverage: random arrivals, each sticks only on an empty site
n_sites = 1_000_000
targets = rng.integers(0, n_sites, n_sites)
coverage_count = np.unique(targets).size / n_sites
coverage = 1 - np.exp(-1)
assert abs(coverage_count - coverage) < 0.003

print(f"gas temperature: {temperature:.0f} K")
print(f"pressure, as given: {pressure_torr:.0e} Torr")
print(f"pressure, SI: {pressure:.5e} Pa")
print(f"thermal energy kT: {kT:.5e} J")
print(f"mean atomic mass of Si: {mass_si_u:.3f} u")
print(f"mean atomic mass of H: {mass_h_u:.3f} u")
print(f"mass of SiH4: {mass:.5e} kg")
print(f"lattice parameter a: {lattice:.5e} m")
print(f"number density n: {density:.4e} m^-3")
print(f"typical spacing n^(-1/3): {density**(-1/3):.2e} m")
print(f"mean speed: {mean_speed:.1f} m/s")
print(f"flux divided by density, J/n: {inward_mean:.1f} m/s")
print(f"flux J, formula: {flux:.4e} m^-2 s^-1")
print(f"flux J, converted: {flux * 1e-4:.3e} cm^-2 s^-1")
print(f"flux J, velocity quadrature: {flux_quad:.4e} m^-2 s^-1")
print(f"molecules sampled: {n_molecules:d} (count)")
print(f"wall hits counted: {hits:d} (count)")
print(f"flux J, counted hits: {flux_count:.3e} m^-2 s^-1")
print(f"site density, formula: {site_density:.4e} m^-2")
print(f"site density, converted: {site_density * 1e-4:.3e} cm^-2")
print(f"site density, counted atoms: {site_count:.3e} m^-2")
print(f"delivery time, formula: {time_ml:.3f} s")
print(f"delivery time, from counts: {time_count:.2f} s")
print(f"exposure: {pressure_torr * time_ml / 1e-6:.2f} langmuir")
print(f"model coverage 1 - 1/e: {coverage:.3f} (fraction)")
print(f"model coverage, random throws: {coverage_count:.3f} (fraction)")
print("done: every assertion held")
```

Printed output:

```
gas temperature: 300 K
pressure, as given: 1e-06 Torr
pressure, SI: 1.33322e-04 Pa
thermal energy kT: 4.14195e-21 J
mean atomic mass of Si: 28.085 u
mean atomic mass of H: 1.008 u
mass of SiH4: 5.33315e-26 kg
lattice parameter a: 5.43102e-10 m
number density n: 3.2188e+16 m^-3
typical spacing n^(-1/3): 3.14e-06 m
mean speed: 444.7 m/s
flux divided by density, J/n: 111.2 m/s
flux J, formula: 3.5786e+18 m^-2 s^-1
flux J, converted: 3.579e+14 cm^-2 s^-1
flux J, velocity quadrature: 3.5786e+18 m^-2 s^-1
molecules sampled: 2000000 (count)
wall hits counted: 100461 (count)
flux J, counted hits: 3.605e+18 m^-2 s^-1
site density, formula: 6.7806e+18 m^-2
site density, converted: 6.781e+14 cm^-2
site density, counted atoms: 6.781e+18 m^-2
delivery time, formula: 1.895 s
delivery time, from counts: 1.88 s
exposure: 1.89 langmuir
model coverage 1 - 1/e: 0.632 (fraction)
model coverage, random throws: 0.632 (fraction)
done: every assertion held
```
